# Kendall's peel equation and the zero-angle force of an elastic strip

## The situation

A thin polymer film, free of residual stress, is bonded to a chip, and one end of a strip cut from it has been freed. Pulling that end straight up opens the bond with a modest force. Pulling it along the surface takes a far larger one, although the same interface is separated. The thickness matters differently too: it hardly affects the upright pull, but making the strip four times thicker doubles the force of the flat pull, if the fracture energy stays the same. An energy balance that includes stretching of the strip accounts for both facts within one elastic model.

## Model and conventions

The strip has thickness $h$, width $b$ and Young modulus $E$. It is bonded to a rigid, flat base and carries no residual stress, so its bonded part, far from the peel front, is unstrained. A force $F$ of fixed size and direction pulls the free end. We write

$$f=\frac{F}{b}$$

for the force per width. The angle $\theta$ lies between the force and the surface. At $\theta=0$ the force points along the surface, away from the bonded part; at $90^\circ$ it points straight up.

The fracture energy $R$ is the energy needed to separate unit area of the interface. It may depend on whether the faces are opened or slid apart. The force equation at one angle needs the value for that angle; comparing angles at fixed $R$ is a further assumption.

The strip is linear elastic and its arm is free to contract sideways. Peeling is slow, without friction, yielding or appreciable kinetic energy. The arm and the remaining bond are long, in a sense made precise below.

## How far the load moves

Far from the front the arm is straight, lies along the force and carries the stress $f/h$. Its strain is therefore

$$\varepsilon=\frac{f}{Eh}. \tag{1}$$

Let the front retreat by $a$, from $x=0$ to $x=-a$. If the arm had unstretched length $L$ before, it now has $L+a$. With unit vectors $\hat{\mathbf x}$ along the surface and $\hat{\mathbf n}$ along the force, the load point is at

$$\mathbf r=-a\,\hat{\mathbf x}+(1+\varepsilon)(L+a)\,\hat{\mathbf n}+\mathbf c .$$

The vector $\mathbf c$ corrects for the curved piece near the front. For a long arm this piece travels with the front without changing shape, so $\mathbf c$ is constant. Since $\hat{\mathbf x}\cdot\hat{\mathbf n}=\cos\theta$, the displacement along the force per unit retreat is

$$\frac{d(\mathbf r\cdot\hat{\mathbf n})}{da}=1+\varepsilon-\cos\theta. \tag{2}$$

The $1$ is the newly freed length, $\varepsilon$ is its stretch, and $-\cos\theta$ appears because the front itself moves backwards.

## The energy balance

By (2), the load does work $f(1+\varepsilon-\cos\theta)$ per unit peeled area. Part of it is stored in the newly freed strip, which passes from zero strain to strain $\varepsilon$. The stored energy per area is

$$\frac12 Eh\,\varepsilon^2=\frac{f^2}{2Eh}.$$

The curved piece keeps its energy as it moves, so it contributes nothing to the change. What remains must supply the fracture energy:

$$f(1+\varepsilon-\cos\theta)-\frac{f^2}{2Eh}=R.$$

By (1), $f\varepsilon=f^2/(Eh)$. Subtracting the stored half leaves a positive half:

$$\boxed{\;\frac{f^2}{2Eh}+f(1-\cos\theta)=R\;} \tag{3}$$

This is Kendall's peel equation. In terms of the total force, $f=F/b$. Stretching helps to break the bond, even though it stores energy, because the work done by the load through the stretch is twice the energy stored.

## Solving for the force

Put $q=1-\cos\theta$ and multiply (3) by $2Eh$:

$$f^2+2Ehq\,f-2EhR=0.$$

The product of the roots is $-2EhR<0$, so one root is positive and one negative. A pulling force is the positive one:

$$f=Eh\left[\sqrt{q^2+\frac{2R}{Eh}}-q\right]. \tag{4}$$

At small $q$, the square root in (4) is $\sqrt{2R/(Eh)}$ to first order in $q$, and so

$$f\simeq\sqrt{2EhR}-Ehq .$$

At large $q$ we take out a factor $q$ and set $y=2R/(Ehq^2)\ll1$. Then $\sqrt{1+y}-1\simeq y/2-y^2/8$ gives

$$f\simeq\frac Rq-\frac{R^2}{2Ehq^3}. \tag{5}$$

The leading term is the force for an inextensible strip. It contains neither $E$ nor $h$. Thickness enters through the small correction, which disappears as $Eh$ grows.

## Why the zero-angle force goes as the root of thickness

At $\theta=0$ we have $q=0$, and (3) becomes

$$\frac{f_0^2}{2Eh}=R,\qquad f_0=\sqrt{2EhR}. \tag{6}$$

The cause is visible in (2). When the strip is pulled along the surface, the length gained by the arm is cancelled by the retreat of the front. An inextensible strip would give the load no displacement, and no finite force could do work on the bond. The displacement that remains is the stretch of the freed strip, $f/(Eh)$ per unit length.

This stretch is proportional to the force, so the energy released is proportional to $f^2$. It is also inversely proportional to $h$, because a thicker strip is stiffer in tension. At a given force, a strip four times as thick releases a quarter of the energy per area. To bring the release back to the same $R$, the force must double. Hence $f_0\propto h^{1/2}$ at fixed $E$ and $R$.

The stress behaves in the opposite way:

$$\sigma_0=\frac{f_0}{h}=\sqrt{\frac{2ER}{h}}. \tag{7}$$

A thicker strip peels at a larger force but a lower stress. Failure at a fixed strip stress would instead have given a force proportional to $h$. Bending stiffness is not the cause either: it varies as $h^3$ but is absent from (3), because the bent region moves without changing its energy.

The same release follows if the grip is held fixed. Let an arm of unstretched length $L$ have its end displaced by $\delta$ along the surface. Its energy per width is $U=Eh\delta^2/(2L)$. If the arm lengthens at fixed $\delta$, the load does no work and

$$-\left.\frac{\partial U}{\partial L}\right|_\delta=\frac{Eh\delta^2}{2L^2}=\frac{f^2}{2Eh},\qquad f=\frac{Eh\delta}{L}.$$

The condition for peeling is again (6). What differs is the sequel: at fixed $\delta$ the force drops as $L$ grows and the front stops, whereas under a constant load the release stays equal to $R$.

## The same force from a local failure rule

Equation (6) can also be reached without an overall energy balance. At $\theta=0$, let the interface act as shear springs of stiffness $k$ per area, each breaking at displacement $u_c$. Let $x$ now run from the front into the bonded part, and let $u$ be the displacement of the strip towards the load. Force balance on a slice of strip gives

$$Eh\,u''=k\,u,\qquad \lambda=\sqrt{\frac{Eh}{k}}.$$

The length $\lambda$, over which the load passes from the strip into the bond, is called the transfer length. For a long bond, $u=u_ce^{-x/\lambda}$ at the moment the first spring breaks. The applied force is then

$$f=-Eh\,u'(0)=\frac{Eh\,u_c}{\lambda}=\sqrt{Ehk}\;u_c .$$

A breaking spring gives up $R=ku_c^2/2$ per area, so $u_c=\sqrt{2R/k}$ and $f=\sqrt{2EhR}$. The spring stiffness cancels.

If the bond has finite length $\ell$ and an unloaded far end, then $u=u_c\cosh[(\ell-x)/\lambda]/\cosh(\ell/\lambda)$ and

$$f=\sqrt{2EhR}\,\tanh(\ell/\lambda).$$

A bond one transfer length long therefore fails at 0.762 of the long-bond force. This is one sense in which the remaining bond must be long: $\ell\gg\lambda$. For $\ell\ll\lambda$ the force becomes $ku_c\ell$, which is independent of thickness, and the square-root law is lost.

## Where thickness stops mattering

Call the two terms of (3) $A=f^2/(2Eh)$ and $B=fq$, with $A+B=R$. Change $h$ slightly at fixed $E$, $R$ and $\theta$. Because the sum is constant,

$$A\,(2\,d\ln f-d\ln h)+B\,d\ln f=0 .$$

Collecting terms gives $(2A+B)\,d\ln f=A\,d\ln h$. With $2A+B=R+A$ and the stretching share $\chi=A/R$,

$$\frac{d\ln f}{d\ln h}=\frac{\chi}{1+\chi}. \tag{8}$$

The exponent is $1/2$ when stretching supplies the whole release, and tends to zero when its share vanishes. At equal shares, $\chi=1/2$, it is $1/3$. There $f^2/(2Eh)=R/2$, so $f=\sqrt{EhR}$, and $fq=R/2$ gives

$$1-\cos\theta_{\rm eq}=\frac12\sqrt{\frac{R}{Eh}}. \tag{9}$$

A stiffer or thicker strip thus has a narrower range of angles in which the square-root law is a fair description.

## What happens at the front

The balance (3) is global, but the bond breaks locally. To see how the energy arrives, let $\phi(s)$ be the inclination of the strip at arc length $s$ from the front, let $e$ be its local stretch and let $D=Eh^3/12$ be its bending stiffness per width. For a fixed front, the potential energy per width is, up to a constant,

$$\Pi=\int\left[\frac D2\phi'^2+\frac{Eh}{2}e^2-f(1+e)\cos(\theta-\phi)\right]ds .$$

Making it stationary in $e$ gives $e=f\cos(\theta-\phi)/(Eh)$. Inserting this leaves the integrand $D\phi'^2/2-W(\phi)$, with

$$W=f\cos(\theta-\phi)+\frac{f^2\cos^2(\theta-\phi)}{2Eh}.$$

The equilibrium equation is $D\phi''=-dW/d\phi$. Multiplied by $\phi'$, it says that $D\phi'^2/2+W$ is the same all along the strip. Far away $\phi'=0$ and $\phi=\theta$; at the front $\phi=0$ and $\phi'=\kappa$. Equating the two values,

$$\frac D2\kappa^2+f\cos\theta+\frac{f^2\cos^2\theta}{2Eh}=f+\frac{f^2}{2Eh}.$$

Moving $f\cos\theta$ to the right and using (3),

$$\frac D2\kappa^2+\frac{(f\cos\theta)^2}{2Eh}=R. \tag{10}$$

The energy density of the strip just outside the front equals $R$. At $0^\circ$ it is stretching energy; at $90^\circ$ it is bending energy. So bending carries the energy to the bond in an upright pull, although the bending stiffness does not affect the steady force.

This also fixes the meaning of a long arm: it must be long compared with the bending length $\sqrt{D/f}$, over which the strip turns towards the force. For its far part to contract freely sideways, as (1) assumes, it must also be long compared with the width $b$.

## A worked example

Take round parameters of the rough size expected for a polymer buffer film on a passivated chip: $E=3.0$ GPa, $h=20$ µm, $R=5.0$ J/m² and $b=10$ mm. The stretching stiffness is

$$Eh=(3.0\times10^9)(20\times10^{-6})=6.0\times10^4\ \text{N/m}.$$

At zero angle,

$$f_0=\sqrt{2(6.0\times10^4)(5.0)}=775\ \text{N/m},$$

or 7.75 N on the whole strip. The strain is 1.29 % and the stress 38.7 MPa. The load does 10 J/m² of work, of which 5 J/m² is stored and 5 J/m² breaks the bond. At $90^\circ$ the force is 5.00 N/m, or 0.050 N in total. With $R$ held the same, the flat pull needs 155 times the force of the upright one.

The dependence on angle at fixed $R$ is:

| $\theta$ | $f$ (N/m) | share $\chi$ | exponent |
|---|---:|---:|---:|
| 0° | 775 | 1.000 | 0.500 |
| 1° | 766 | 0.977 | 0.494 |
| 5° | 579 | 0.559 | 0.359 |
| 10° | 285 | 0.135 | 0.119 |
| 30° | 37.2 | 0.002 | 0.002 |

Equation (9) gives $1-\cos\theta_{\rm eq}=\frac12\sqrt{5.0/(6.0\times10^4)}=0.0046$, hence $\theta_{\rm eq}=5.5^\circ$. A misalignment of $1^\circ$ lowers the force by about 1 % from its zero-angle value, but one of $5^\circ$ lowers it by about 25 %. The inextensible formula $R/q$ would give 1314 N/m at $5^\circ$, more than twice the result of (3). At $30^\circ$ the two agree to better than 1 %.

Now vary the thickness at fixed $E$ and $R$. From 20 to 80 µm the zero-angle force rises from 775 to 1549 N/m, a factor of two, while the stress falls from 38.7 to 19.4 MPa. The force at $90^\circ$ stays at 5.00 N/m.

Two numerical tests support these results. In the first, a bending and stretching arm 20 bending lengths long was divided into short elements, and its potential energy was compared at two detached lengths. The force at which the release equals $R$ agreed with (4) at 2°, 5°, 30°, 90° and 150°, with a largest relative difference of $2\times10^{-11}$. Repeating this for thicknesses 2 % above and below 20 µm gave exponents 0.476, 0.359 and 0.002 at 2°, 5° and 30°, as (8) predicts.

In the second, the spring model was solved for a 10 mm bond, four thicknesses from 10 to 80 µm, and $k=10^{12}$ and $4\times10^{12}$ N/m³. The breaking force followed (6) to a relative difference of about $10^{-4}$ or less, with a thickness exponent of 0.500.

The arm calculation also shows the division in (10). At $5^\circ$ the bending energy at the front is 2.2 J/m², and stretching supplies the other 2.8 J/m². At $90^\circ$ bending supplies all 5.0 J/m². The bending length there is 0.63 mm. An arm of just that length, under the same 5.00 N/m, releases 0.445 of $R$ and does not peel; it needs a larger force. The division between bending and stretching is that of a beam clamped flat at the front. At small angles the bending length is only about three to four thicknesses, and in a real strip the section at the front also turns, by up to about a degree. This moves the bending energy by about 0.1 J/m² at $5^\circ$ and $90^\circ$ and by about 0.5 J/m² at $10^\circ$, while (3), which depends only on the far parts of the strip, is unaffected.

## When the strip yields

The elastic result requires the strip to stay below its yield stress $\sigma_y$. At zero angle, setting $\sigma_0=\sigma_y$ in (7) gives the thickness below which the strip yields before it peels:

$$h_0=\frac{2ER}{\sigma_y^2}.$$

At $90^\circ$, equation (10) gives $\kappa=\sqrt{2R/D}$. The surface bending stress at the front is then

$$\frac{Eh\kappa}{2}=\frac{Eh}{2}\sqrt{\frac{24R}{Eh^3}}=\sqrt{\frac{6ER}{h}},$$

and it reaches $\sigma_y$ at $h_{90}=6ER/\sigma_y^2$, three times $h_0$ if $R$ is the same. For a rough $\sigma_y=100$ MPa the limits are 3 µm at $0^\circ$ and 9 µm at $90^\circ$. The 20 µm strip reaches 67 MPa in bending at $90^\circ$. At angles between, tension and bending add at the surface, but by (10) their sum at the front cannot exceed $\sqrt{8ER/h}$, here 77 MPa, so the strip remains elastic in this model. The bound is reached, near $8^\circ$ for this strip, so at the worst angle the limiting thickness is $8ER/\sigma_y^2=12$ µm, larger than either limit above. These bending values are for a strip free to curve across its width. A strip as wide and thin as the one in the example is largely prevented from doing so. Replacing $E$ by $E/(1-\nu^2)$ in bending, with a Poisson's ratio $\nu=0.35$, then gives about 72 MPa. Because a sideways stress now acts as well, the limit depends on the yield criterion: it is about 10 µm if the largest stress decides, and about 8 µm by the von Mises criterion. In a strip thinner than the limit that applies, plastic bending would consume extra work, and the upright force would exceed $R$.

## Comparison with a real film

The chosen values are rough, and the fracture energy of a real interface can differ greatly from 5 J/m². One assumption that a film cured on a chip can seriously break is the absence of residual stress. Suppose that the bonded film carries an equal tension $\sigma_r$ in both in-plane directions. Relative to the stress-free film, its strain along the strip is $(1-\nu)\sigma_r/E$, where $\nu$ is Poisson's ratio, and its energy per area is $(1-\nu)h\sigma_r^2/E$. The freed arm has strain $f/(Eh)$ and energy $f^2/(2Eh)$, as before. The load displacement now contains the change of strain, so the balance is

$$f\left[1-\cos\theta+\frac{f}{Eh}-\frac{(1-\nu)\sigma_r}{E}\right]-\frac{f^2}{2Eh}+\frac{(1-\nu)h\sigma_r^2}{E}=R.$$

For $\nu=0.35$ and a rough $\sigma_r=30$ MPa, the last term on the left is 3.9 J/m²: most of the fracture energy is available before any load is applied. The $90^\circ$ force falls by 78 %, to 1.1 N/m. The zero-angle force rises by 19 %, to 923 N/m, because the bonded strip is already stretched and the load point moves less when it is freed. Equation (3) should therefore not be used to extract $R$ from such a film without a correction for its stress. The thickness laws change as well. At fixed $\sigma_r$ the energy released by the residual stress grows in proportion to $h$, so the upright force falls as the film gets thicker, and above about 26 µm this film, once a long arm has been freed, would go on peeling without any load. While the arm is much shorter than the strip is wide, less energy is released and the limit is higher. The zero-angle force no longer follows the square root of thickness either.

Other changes are smaller for the upright pull but can matter for the flat one. The flat pull slides one face along the other instead of opening them, and if that doubled $R$, the zero-angle force would rise by a factor $\sqrt2$, or 41 %. In fact the tension in the arm presses the freed face onto the base: for the example strip the faces just behind the front stay closed below roughly $4$ to $5^\circ$, which is most of the range where the square-root law applies. Friction between them, left out of (3), then consumes extra work and raises the force. The upright pull is not pure opening either; its front carries both opening and sliding. If sideways strain is blocked, as in an arm that is wide and short, $E$ is replaced by $E/(1-\nu^2)$ and the zero-angle force rises by 7 %. Stretching of the base is minor: for a base of 150 GPa and 0.7 mm, held flat, the stretching stiffness of the strip is about $6\times10^{-4}$ of that of the base. Most of the values quoted are in the numerical output below; the others follow from the formulas given.

## Computed results

```
Inputs: E = 3.0 GPa, h = 20 um, R = 5.0 J/m^2
Strip width = 10 mm, Poisson ratio = 0.35
Stretching stiffness E h = 60000 N/m
Zero-angle force per width = 774.6 N/m
Zero-angle total force = 7.75 N
Zero-angle strain = 1.29 %, stress = 38.7 MPa
Zero-angle load work = 10.00 J/m^2
Zero-angle stored energy = 5.00 J/m^2
90 deg force per width = 5.000 N/m, total = 0.0500 N
Force ratio, 0 deg to 90 deg = 155
Angle: force; inextensible-strip force; stretching share; exponent
  0 deg: 774.60 N/m; infinite; 1.0000; 0.5000
  1 deg: 765.51 N/m; 32828.90 N/m; 0.9767; 0.4941
  2 deg: 738.91 N/m; 8207.85 N/m; 0.9100; 0.4764
  5 deg: 579.23 N/m; 1313.96 N/m; 0.5592; 0.3586
 10 deg: 284.67 N/m; 329.12 N/m; 0.1351; 0.1190
 30 deg: 37.23 N/m; 37.32 N/m; 0.0023; 0.0023
 90 deg: 5.00 N/m; 5.00 N/m; 0.0000; 0.0000
Equal-share angle = 5.48 deg
Numerical stretching share there = 0.5000
Thickness: force at 0 deg; stress at 0 deg; force at 90 deg
 10 um: 547.7 N/m; 54.8 MPa; 4.9996 N/m
 20 um: 774.6 N/m; 38.7 MPa; 4.9998 N/m
 40 um: 1095.4 N/m; 27.4 MPa; 4.9999 N/m
 80 um: 1549.2 N/m; 19.4 MPa; 4.9999 N/m
Arm model, largest relative force difference = 2.0e-11
Arm model, thickness exponent at 2 deg = 0.4764
Arm model, thickness exponent at 5 deg = 0.3586
Arm model, thickness exponent at 30 deg = 0.0023
Spring model, largest relative force difference = 1.0e-04
Spring model, zero-angle thickness exponent = 0.5000
Bond one transfer length long: force / long-bond force = 0.762
Bending energy at front, 5 deg = 2.225 J/m^2
Bending energy at front, 30 deg = 4.991 J/m^2
Bending energy at front, 90 deg = 5.000 J/m^2
Bending length at 90 deg = 0.632 mm
Arm one bending length long: release rate / R = 0.445
Surface bending stress at 90 deg = 67.1 MPa
Rough yield stress = 100 MPa
Yield before peel at 0 deg below h = 3.0 um
Bending yield at 90 deg below h = 9.0 um
Rough residual stress considered = 30 MPa
Its release without load = 3.90 J/m^2
Force with it, 0 deg = 923.0 N/m (+19.2 %)
Force with it, 90 deg = 1.107 N/m (-77.9 %)
0 deg force if R doubles in sliding = 1095.4 N/m (+41.4 %)
0 deg force, sideways strain blocked = 826.9 N/m (+6.8 %)
Strip / base stretching stiffness = 5.7e-04 (base 150 GPa, 0.7 mm)
```
